# The four-valued auxiliary field: derivation and proof of its error order, part 1

(Sections cited here and not found follow in the second part.)

## 1. The field formula for one time slice

In the two-site fermion model worked out in the second half, halving the time step from 0.025 to 0.0125 (in units of the inverse hopping) reduces the error that the auxiliary field causes in the partition function by a factor of 7.90. The formula that introduces the field has an error of fourth order in the time step, which by itself would suggest a factor of 16. Both statements are correct. The fourth order belongs to one time slice, and halving the step doubles the number of slices, so one power is lost. The small difference between 7.90 and 8 also has a definite origin, found below from the next term of the same expansion.

### Setting and statement

Let $A$ be a bounded Hermitian operator, $g$ a real coupling and $\tau>0$ the imaginary-time step, often written $\Delta\tau$. In a fermion simulation $A$ is usually a one-body operator, that is, a quadratic form in creation and annihilation operators. Its square then contains a two-body interaction. An exponential of $A$ can be handled with one-particle matrices, whereas an exponential of $A^2$ in general cannot. The purpose of the formula is to write the second as an average of the first. The norm $\|A\|$ is the largest absolute value in the spectrum of $A$, and

$$
X=\tau gA^2,\qquad y=\|X\|=\tau |g|\,\|A\|^2 .
$$

The product $\tau g\|A\|^2$ is dimensionless, since $gA^2$ is an energy and $\tau$ an inverse energy.

**Theorem 1.** Let the index $l$ take the values $\pm1,\pm2$, and set

$$
\gamma_{\pm1}=1+\frac{\sqrt6}{3},\qquad
\gamma_{\pm2}=1-\frac{\sqrt6}{3},
$$

$$
\eta_{\pm1}=\pm\sqrt{2(3-\sqrt6)},\qquad
\eta_{\pm2}=\pm\sqrt{2(3+\sqrt6)} .
$$

Then

$$
e^{\tau gA^2}=\frac14\sum_l\gamma_l\,e^{\sqrt{\tau g}\,\eta_lA}+R,
\qquad \|R\|\le\frac{y^4e^y}{105}. \tag{1}
$$

For fixed $A\ne0$ and $g\ne0$ the error $R$ is of order $\tau^4$ and of no higher order. For $g<0$ the square root is imaginary, and either of its two values may be used.

The proof has three parts: a Gaussian integral that represents the exponential, a four-point quadrature rule for that integral, and a comparison of two power series.

### The Gaussian integral

For a function $f$ of a real variable $\phi$, write its Gaussian average as

$$
\langle f\rangle_G=\int_{-\infty}^{\infty}\frac{d\phi}{\sqrt{2\pi}}\,
e^{-\phi^2/2}f(\phi),\qquad \langle1\rangle_G=1 .
$$

**Lemma 1.** For every complex number $x$, and either choice of the root,

$$
e^x=\left\langle e^{\sqrt{2x}\,\phi}\right\rangle_G .
$$

*Proof.* Let $m_n=\langle\phi^n\rangle_G$. Odd moments vanish because the weight is even. Since $\phi e^{-\phi^2/2}$ is minus the derivative of $e^{-\phi^2/2}$, integration by parts gives

$$
m_{n+2}=\langle\phi^{n+1}\phi\rangle_G=(n+1)m_n ,
$$

the boundary term being zero. Starting from $m_0=1$, one finds

$$
m_2=1,\quad m_4=3,\quad m_6=15,\quad m_8=105,\quad m_{10}=945,
$$

and in general $m_{2k}=1\cdot3\cdot5\cdots(2k-1)$. The product of all integers up to $2k$ splits into its odd factors, whose product is $m_{2k}$, and its even factors, whose product is $2^kk!$. Therefore $(2k)!=2^kk!\,m_{2k}$.

Now expand the exponential in the average. Term-by-term integration is allowed because $e^{-\phi^2/2+|\sqrt{2x}||\phi|}$ is integrable. The odd terms vanish, and the even ones give

$$
\sum_{k=0}^{\infty}\frac{(2x)^km_{2k}}{(2k)!}
=\sum_{k=0}^{\infty}\frac{2^kx^k}{2^kk!}=e^x. \qquad\square
$$

If $a$ is an eigenvalue of $A$, setting $x=\tau ga^2$ turns the quadratic exponent into one that is linear in $a$ for each value of $\phi$. The continuous variable $\phi$ is the auxiliary field. The remaining task is to replace its integral by a short sum.

### The four-point rule

A rule with four points $\phi_l$ and weights $w_l$ replaces $\langle f\rangle_G$ by $\sum_lw_lf(\phi_l)$. With eight free numbers, one can hope to integrate the eight monomials $1,\phi,\ldots,\phi^7$ without error. The next lemma shows that this is possible.

**Lemma 2.** The rule with

$$
\phi_{\pm1}=\pm\sqrt{3-\sqrt6},\quad
\phi_{\pm2}=\pm\sqrt{3+\sqrt6},\quad w_l=\frac{\gamma_l}{4}
$$

is exact for every polynomial of degree at most seven.

*Proof.* First find a quartic polynomial

$$
p(\phi)=\phi^4+b_3\phi^3+b_2\phi^2+b_1\phi+b_0
$$

whose Gaussian average with each of $1,\phi,\phi^2,\phi^3$ is zero. Inserting the moments gives four conditions:

$$
\begin{aligned}
\langle p\rangle_G&=3+b_2+b_0=0,\\
\langle\phi p\rangle_G&=3b_3+b_1=0,\\
\langle\phi^2p\rangle_G&=15+3b_2+b_0=0,\\
\langle\phi^3p\rangle_G&=15b_3+3b_1=0.
\end{aligned}
$$

Subtracting the first from the third gives $12+2b_2=0$, so $b_2=-6$ and $b_0=3$. The second gives $b_1=-3b_3$; the fourth then reads $6b_3=0$, so $b_3=b_1=0$. Thus

$$
p(\phi)=\phi^4-6\phi^2+3 .
$$

This is the Hermite polynomial of degree four for the weight $e^{-\phi^2/2}$. Its zeros satisfy $\phi^2=3\mp\sqrt6$. Both values are positive because $\sqrt6<3$, so there are four distinct real zeros. They are the stated points.

Give the two inner points a common weight $w_1$ and the two outer points a common weight $w_2$. Then odd powers are integrated correctly, since both sides vanish. The averages of $1$ and $\phi^2$ are correct if

$$
2(w_1+w_2)=1,\qquad
2\left[w_1(3-\sqrt6)+w_2(3+\sqrt6)\right]=1 .
$$

With $w_1+w_2=1/2$, the second equation becomes $3-2\sqrt6(w_1-w_2)=1$. Hence $w_1-w_2=1/\sqrt6=\sqrt6/6$, and

$$
w_1=\frac14+\frac{\sqrt6}{12}=\frac{\gamma_{\pm1}}4,\qquad
w_2=\frac14-\frac{\sqrt6}{12}=\frac{\gamma_{\pm2}}4 .
$$

The rule is now exact through degree three. Let $f$ have degree at most seven and divide it by $p$: $f=qp+r$, where $q$ and $r$ have degree at most three. The average $\langle qp\rangle_G$ is zero by the construction of $p$. In the rule, $qp$ contributes zero because $p$ vanishes at every point. Hence both the integral and the rule reduce to their values for $r$, which agree. $\square$

Apply this rule to the integral in Lemma 1. The exponent at point $l$ is $\sqrt{2x}\,\phi_l=\sqrt x\,\eta_l$, with $\eta_l=\sqrt2\,\phi_l$. This is the origin of the factor 2 under the roots in $\eta_l$. The result is the field average

$$
S(x)=\frac14\sum_l\gamma_l e^{\sqrt x\,\eta_l}. \tag{2}
$$

Numerically, the fields are $\pm1.0493$ with probability $0.4541$ each, and $\pm3.3014$ with probability $0.0459$ each. The probabilities $\gamma_l/4$ are positive and add to one, so they can be sampled directly. The outer fields are rare but necessary: they stand for the tails of the Gaussian, and carry half of the second moment, about $91\%$ of the fourth and about $99\%$ of the sixth.

**Remark (why the points are forced).** Suppose that some four-point rule is exact through degree seven, and let $\tilde p$ be the monic quartic that vanishes at its points. For each $n\le3$, the polynomial $\phi^n\tilde p$ has degree at most seven and is zero at all points. Its Gaussian average must therefore vanish. These are the four conditions solved above, so $\tilde p=p$. The same points cannot be exact at degree eight: the rule gives zero for $p^2$, while $\langle p^2\rangle_G$ is positive.

### The first wrong moment

Let $M_n=\sum_lw_l\phi_l^n$ be the moments of the rule. They agree with $m_n$ through $n=7$. At each point $\phi_l^4=6\phi_l^2-3$; multiplication by $w_l\phi_l^{2k}$ and summation give

$$
M_{2k+4}=6M_{2k+2}-3M_{2k}. \tag{3}
$$

Consequently

$$
M_8=6\cdot15-3\cdot3=81,\qquad
M_{10}=6\cdot81-3\cdot15=441,
$$

whereas the Gaussian values are 105 and 945.

**Lemma 3.** The scalar error $R(x)=e^x-S(x)$ has the expansion

$$
R(x)=\sum_{k=4}^{\infty}d_kx^k,\qquad
d_k=\frac{2^k(m_{2k}-M_{2k})}{(2k)!}, \tag{4}
$$

with $d_4=1/105$ and $d_5=1/225$. Moreover,

$$
0\le d_k\le\frac1{105\,(k-4)!}\qquad(k\ge4). \tag{5}
$$

*Proof.* Expand the exponentials in (2). Terms odd in $\eta_l$ cancel between opposite fields. Since $\eta_l^{2k}=2^k\phi_l^{2k}$,

$$
S(x)=\sum_{k=0}^{\infty}c_kx^k,\qquad
c_k=\frac{2^kM_{2k}}{(2k)!}.
$$

In the same notation, Lemma 1 reads $1/k!=2^km_{2k}/(2k)!$. Subtraction gives (4), and the terms with $k\le3$ vanish because the moments agree. The first two coefficients are

$$
d_4=\frac{16(105-81)}{40320}=\frac{384}{40320}=\frac1{105},
$$

$$
d_5=\frac{32(945-441)}{3628800}=\frac{16128}{3628800}=\frac1{225}.
$$

For the bound, note that $M_{2k}\ge0$, because all weights are positive. Equation (3) therefore implies $M_{2k+2}\le6M_{2k}$ for $k\ge1$. Suppose that $M_{2k}\le m_{2k}$ for some $k\ge3$; this holds with equality at $k=3$. Since $2k+1\ge7$,

$$
M_{2k+2}\le6M_{2k}\le(2k+1)m_{2k}=m_{2k+2}.
$$

By induction, $0\le M_{2k}\le m_{2k}$ for all $k$. It follows that

$$
0\le c_k\le\frac1{k!},\qquad0\le d_k\le\frac1{k!}. \tag{6}
$$

For $k\ge5$ we also have $k(k-1)(k-2)(k-3)\ge5\cdot4\cdot3\cdot2=120>105$. Dividing by $105\,k!$ gives

$$
\frac1{k!}\le\frac{k(k-1)(k-2)(k-3)}{105\,k!}
=\frac1{105\,(k-4)!}.
$$

Together with (6) this proves (5) for $k\ge5$. At $k=4$, (5) holds with equality on the right. $\square$

### Proof of Theorem 1

Since $A$ is bounded, the exponential series converge in norm. Opposite fields cancel the odd powers of $A$, so the field average of the operators is $S(X)=\sum_kc_kX^k$. Only integer powers of $X=\tau gA^2$ remain, which is why the choice of square root does not matter. The operator error is $R=R(X)=\sum_{k\ge4}d_kX^k$, and (5) gives

$$
\|R\|\le\sum_{k=4}^{\infty}d_ky^k
\le\frac{y^4}{105}\sum_{k=4}^{\infty}\frac{y^{k-4}}{(k-4)!}
=\frac{y^4e^y}{105}.
$$

This is the bound in (1). To see that the order is no higher than four, isolate the first term. The same estimate, now starting at $k=5$, gives

$$
\left\|R-\frac{X^4}{105}\right\|\le\frac{y^4}{105}(e^y-1).
$$

Because $\|X^4\|=y^4$, the triangle inequality yields

$$
\|R\|\ge\frac{y^4}{105}(2-e^y).
$$

For small $\tau$ the right side is positive and proportional to $\tau^4$ to leading order. $\square$

For $g>0$ a simpler lower bound holds at every $y$. All $d_k$ are nonnegative, so $R(x)$ increases with $x\ge0$. The largest point of the spectrum of $X$ is $y$, and therefore

$$
\frac{y^4}{105}\le\|R\|=R(y)\le\frac{y^4e^y}{105}\qquad(g>0). \tag{7}
$$

### Size of the error and where the formula fails

The scalar function shows how the error grows:

| $x$ | $e^x$ | $S(x)$ | $R(x)$ |
|---:|---:|---:|---:|
| $-0.2$ | 0.818731 | 0.818717 | $1.388\times10^{-5}$ |
| 0.1 | 1.105171 | 1.105170 | $9.98\times10^{-7}$ |
| 0.2 | 1.221403 | 1.221386 | $1.673\times10^{-5}$ |
| 1 | 2.71828 | 2.70304 | $1.524\times10^{-2}$ |
| 4 | 54.598 | 37.574 | 17.02 |

From $x=0.1$ to $x=0.2$ the error grows by a factor of $16.8$, close to $2^4$. The errors at $x=0.2$ and $x=-0.2$ differ because the fifth-order term changes sign: the first two terms give $1.524\times10^{-5}\pm0.142\times10^{-5}$.

At $x=1$ the error is $0.56\%$ of $e^x$, and at $x=4$ it is $31\%$. For large positive $x$ the formula fails completely. An average of exponentials cannot exceed its largest member, so $S(x)\le e^{\sqrt x\,\eta_2}$, and $e^{-x}S(x)$ tends to zero. Four fixed fields cannot follow the continuous field, whose important values move outward in proportion to $\sqrt x$.

For this reason Theorem 1 requires a bounded operator. If $g>0$ and $A^2$ has arbitrarily large eigenvalues, the error has no finite bound at any fixed $\tau>0$. Even for a bounded $A$, the relevant small number is $y$ and not $\tau$ alone.

## 2. Many slices and a worked example

The first half established the following for a bounded Hermitian operator $A$, a real coupling $g$ and a time step $\tau$. With $X=\tau gA^2$ and $y=\tau|g|\|A\|^2$, the four-valued field average is

$$
S(X)=\frac14\sum_l\gamma_le^{\sqrt{\tau g}\,\eta_lA}=e^X-R(X),
$$

where $l=\pm1,\pm2$, $\gamma_{\pm1}=1+\sqrt6/3$, $\gamma_{\pm2}=1-\sqrt6/3$, and $\eta_{\pm1}=\pm\sqrt{2(3-\sqrt6)}$, $\eta_{\pm2}=\pm\sqrt{2(3+\sqrt6)}$. The error obeys

$$
R(X)=\frac{X^4}{105}+\frac{X^5}{225}+O(\tau^6),\qquad
\|R(X)\|\le\frac{y^4e^y}{105}. \tag{8}
$$

The power series of $S(X)$ has coefficients between $0$ and $1/k!$, so $\|S(X)\|\le e^y$.

### Accumulated error

Let the Hamiltonian be $H=K-gA^2$, with $K$ Hermitian and the space of states finite-dimensional. The inverse temperature $\beta=L\tau$ is fixed, and $L$ is the number of slices. Define

$$
P=e^{-\tau K/2}e^Xe^{-\tau K/2},\qquad
Q=e^{-\tau K/2}S(X)e^{-\tau K/2}.
$$

The product $P^L$ contains the error of splitting $H$ into two parts, called the Trotter error. The product $Q^L$ contains the field error as well. Let $Z=\mathrm{Tr}\,e^{-\beta H}$ and $\langle O\rangle=\mathrm{Tr}(Oe^{-\beta H})/Z$.

For a single time slice, the four-valued field reproduces $e^{\tau gA^2}$ with an explicitly bounded error of fourth order in $\tau$. It remains to find how this error accumulates over the $L$ slices at fixed $\beta$, and to test the result in the two-site model.
